\section*{Bifurcation of a film-stressed circular wafer from spherical to nearly cylindrical bending}

Let a circular wafer of radius \(R\) and uniform thickness \(h\) (the substrate thickness, often written \(h_s\)) have its mid-plane at \(z=0\). The wafer is elastically isotropic, with Young modulus \(E\) and Poisson ratio \(\nu\), and its edge is free. A film of thickness \(h_f\ll h\) on the face \(z=h/2\) carries a uniform equibiaxial mismatch stress \(\sigma_f\), positive in tension. The film enters through its force per length and the corresponding bending moment per length,
\begin{equation}
f=\sigma_f h_f,\qquad M=\frac{fh}{2}.
\end{equation}
The deflection \(w(x,y)\) is positive along \(+z\), so a wafer whose film side is concave has positive curvature. We take \(f>0\); for a compressive film all curvatures change sign. Gravity, crystal anisotropy and initial bow are left out.

Slopes are assumed small compared with one, but \(w\) may exceed \(h\). The strains then need the quadratic slope terms of von Kármán plate theory. With in-plane displacements \(u_\alpha\), and commas denoting derivatives,
\begin{equation}
\varepsilon_{\alpha\beta}(z)=\varepsilon^0_{\alpha\beta}-z\,w_{,\alpha\beta},\qquad
\varepsilon^0_{\alpha\beta}=\tfrac12(u_{\alpha,\beta}+u_{\beta,\alpha})+\tfrac12 w_{,\alpha}w_{,\beta}.
\end{equation}
The quadratic term is what linear plate theory omits. It records that a surface curved in two directions cannot be made from a flat sheet without stretching it.

The Rayleigh-Ritz approximation consists in restricting the deflection to uniform curvatures. A general quadratic deflection also contains a twist \(xy\), but rotating the axes to the principal directions removes it. We may therefore write
\begin{equation}
w=\tfrac12(k_xx^2+k_yy^2),\qquad H=k_x+k_y,\qquad K=k_xk_y .
\end{equation}
No restriction is placed on \(u_\alpha\): for each pair of curvatures the in-plane displacements are relaxed to the minimum of the energy.

The plane-stress energy of the wafer, integrated over \(z\) from \(-h/2\) to \(h/2\), separates into stretching and bending, because the term linear in \(z\) integrates to zero. Since \(\int z^2dz=h^3/12\), the bending energy per area is
\begin{equation}
\frac D2\left(k_x^2+k_y^2+2\nu k_xk_y\right)=\frac D2H^2-D(1-\nu)K,\qquad D=\frac{Eh^3}{12(1-\nu^2)},
\end{equation}
where \(k_x^2+k_y^2=H^2-2K\) was used. If the film's own stretching stiffness is negligible beside that of the wafer, the film stress can be treated as constant while the film is strained. Its energy per area then changes by \(f\) times the trace of the strain at \(z=h/2\):
\begin{equation}
f\left(\varepsilon^0_{xx}+\varepsilon^0_{yy}\right)-\frac{fh}{2}(k_x+k_y)=f\,\mathrm{tr}\,\varepsilon^0-MH .
\end{equation}

The term \(f\,\mathrm{tr}\,\varepsilon^0\) does not affect the shape. To see this, separate off a uniform contraction,
\begin{equation}
\varepsilon^0_{\alpha\beta}=e_{\alpha\beta}-\eta\,\delta_{\alpha\beta},\qquad \eta=\frac{(1-\nu)f}{Eh}.
\end{equation}
An equibiaxial strain \(\eta\) in the wafer corresponds to the force per length \(Eh\eta/(1-\nu)=f\). In the stretching energy the cross term between \(e\) and the contraction is therefore \(-f\,\mathrm{tr}\,e\), and the contraction alone contributes \(Eh\eta^2/(1-\nu)=f\eta\). The film term becomes \(f\,\mathrm{tr}\,e-2f\eta\). In the sum the terms linear in \(e\) cancel. What remains is the stretching energy of \(e\) and the constant \(-f\eta\), which does not depend on the curvatures. The contraction follows from the displacements \(-\eta x\) and \(-\eta y\), so \(e\) is built from displacements and slopes in the same way as \(\varepsilon^0\). The forces \(N_{\alpha\beta}\) derived from \(e\) are the total forces of wafer and film together.

These total forces satisfy in-plane equilibrium if they come from an Airy function,
\begin{equation}
N_{xx}=\Phi_{,yy},\qquad N_{yy}=\Phi_{,xx},\qquad N_{xy}=-\Phi_{,xy}.
\end{equation}
To find the equation for \(\Phi\), form the combination of strains from which \(u_\alpha\) drops out. For the quadratic deflection the slope terms are \(\tfrac12k_x^2x^2\) in \(e_{xx}\), \(\tfrac12k_y^2y^2\) in \(e_{yy}\) and \(k_xk_yxy\) in \(2e_{xy}\). Only the last one survives the differentiations:
\begin{equation}
e_{xx,yy}+e_{yy,xx}-2e_{xy,xy}=-k_xk_y=-K .
\end{equation}
Hooke's law gives \(Eh\,e_{xx}=N_{xx}-\nu N_{yy}\), the same with \(x\) and \(y\) exchanged, and \(Eh\,e_{xy}=(1+\nu)N_{xy}\). On insertion, the mixed derivative \(\Phi_{,xxyy}\) acquires the coefficient \(-2\nu+2(1+\nu)=2\), and therefore
\begin{equation}
\nabla^4\Phi=-EhK .
\end{equation}
The source is uniform and the disc is round, so \(\Phi\) depends on \(r\) alone even when \(k_x\neq k_y\). A free edge requires \(N_r=\Phi'/r=0\) at \(r=R\), and the additive constant can be chosen so that \(\Phi(R)=0\). From
\begin{equation}
\nabla^2(R^2-r^2)^2=16r^2-8R^2,\qquad \nabla^4(R^2-r^2)^2=64,
\end{equation}
the solution regular at the centre is
\begin{equation}
\Phi=-\frac{EhK}{64}(R^2-r^2)^2 .
\end{equation}
Differentiation gives \(\Phi'=(EhK/16)\,r(R^2-r^2)\), and hence
\begin{equation}
N_r=\frac{\Phi'}{r}=\frac{EhK}{16}(R^2-r^2),\qquad
N_\theta=\Phi''=\frac{EhK}{16}(R^2-3r^2).
\end{equation}
When both curvatures have the same sign, the centre is in tension and the rim in hoop compression. The reason is geometric: a circle drawn on a dome has a shorter circumference than a flat circle with the same radius measured along the surface, so the rim material must be squeezed.

The stretching energy per area can be written as
\begin{equation}
\frac{1}{2Eh}\left[(N_r+N_\theta)^2-2(1+\nu)N_rN_\theta\right].
\end{equation}
The second term integrates to zero over the disc, because
\begin{equation}
\int_0^R N_rN_\theta\,2\pi r\,dr=2\pi\int_0^R\Phi'\Phi''\,dr=\pi\left[\Phi'^2\right]_0^R=0 .
\end{equation}
In the first term \(N_r+N_\theta=(EhK/8)(R^2-2r^2)\). With \(s=r^2\), the area average of the stretching energy is
\begin{equation}
\frac{1}{2Eh}\left(\frac{EhK}{8}\right)^2\frac1{R^2}\int_0^{R^2}(R^2-2s)^2ds
=\frac{1}{2Eh}\,\frac{E^2h^2K^2}{64}\,\frac{R^4}{3}=cK^2,
\end{equation}
where the integral equals \(R^6/3\) and
\begin{equation}
c=\frac{EhR^4}{384}.
\end{equation}
Apart from the constant, the whole energy per area is now
\begin{equation}
u(H,K)=\frac D2H^2-D(1-\nu)K+cK^2-MH .
\label{eq:u}
\end{equation}

The sum and the product of two real curvatures are not independent. Since \((k_x-k_y)^2=H^2-4K\), they must satisfy \(H^2\ge4K\), with equality for a sphere. Without this restriction, \(u\) would be a sum of two upward parabolas with a single stationary point, its minimum:
\begin{equation}
H=\frac MD,\qquad K=\frac{D(1-\nu)}{2c}\equiv\kappa_c^2 .
\label{eq:free}
\end{equation}
Inserting \(D\) and \(c\) gives
\begin{equation}
\kappa_c^2=\frac{Eh^3(1-\nu)}{12(1-\nu^2)}\,\frac{192}{EhR^4}=\frac{16h^2}{(1+\nu)R^4},\qquad
\kappa_c=\frac{4}{\sqrt{1+\nu}}\,\frac{h}{R^2}.
\label{eq:kc}
\end{equation}
This point belongs to real curvatures when \((M/D)^2\ge4\kappa_c^2\), that is, when \(M\ge2D\kappa_c\). It is then the global minimum within the model. In terms of the film force the condition reads \(f\ge f_c\), with
\begin{equation}
f_c=\frac{4D\kappa_c}{h}=\frac{4Eh^3}{3(1-\nu^2)\sqrt{1+\nu}\,R^2}.
\end{equation}

For \(f<f_c\) the stationary point is inadmissible. A minimum still exists, because \(u\) grows without limit for large \(|H|\) or \(|K|\). It cannot lie inside the admissible region, where it would have to be a stationary point, so it lies on the boundary \(H^2=4K\), and the wafer is spherical. Setting \(H=2\kappa\) and \(K=\kappa^2\) in (\ref{eq:u}) gives
\begin{equation}
u=D(1+\nu)\kappa^2+c\kappa^4-2M\kappa,
\end{equation}
and the vanishing of its derivative requires
\begin{equation}
D(1+\nu)\kappa+2c\kappa^3=M .
\label{eq:cubic}
\end{equation}
The left side increases with \(\kappa\), so there is one root. At \(\kappa=\kappa_c\), where \(2c\kappa_c^2=D(1-\nu)\), the left side is \(D(1+\nu)\kappa_c+D(1-\nu)\kappa_c=2D\kappa_c\). The spherical branch thus meets the other branch precisely at \(f_c\).

The mechanism appears when the sphere is perturbed at fixed mean curvature. Put \(k_x=\kappa+\delta\) and \(k_y=\kappa-\delta\). Then \(H\) is unchanged, \(K=\kappa^2-\delta^2\), and
\begin{equation}
\Delta u=D(1-\nu)\delta^2+c\left[(\kappa^2-\delta^2)^2-\kappa^4\right]
=\left[D(1-\nu)-2c\kappa^2\right]\delta^2+c\,\delta^4 .
\end{equation}
Unequal curvatures cost bending energy, \(D(1-\nu)\delta^2\), but they reduce the Gaussian curvature and with it the stretching energy. The saving grows as \(\kappa^2\) and overtakes the cost at \(\kappa_c\). The positive quartic term keeps \(\delta\) small just beyond the threshold, so the transition is continuous. The sphere remains an equilibrium above \(f_c\), but an unstable one.

Above the threshold the curvatures are the two roots of \(k^2-Hk+K=0\) with the values (\ref{eq:free}). Since \(M/D=2\kappa_cf/f_c\),
\begin{equation}
k_{x,y}=\kappa_c\left[\frac f{f_c}\pm\sqrt{\left(\frac f{f_c}\right)^2-1}\,\right].
\label{eq:branches}
\end{equation}
Just above \(f_c\) the difference \(k_x-k_y\) is close to \(2\kappa_c\sqrt{2(f/f_c-1)}\). It rises with a vertical tangent, so a small increase of film force visibly changes the symmetry. The shape at this stage is ellipsoidal and far from a cylinder. For \(f\gg f_c\),
\begin{equation}
k_x\to\frac MD,\qquad k_y\to\frac{\kappa_cf_c}{2f}.
\end{equation}
The large curvature approaches that of a plate bent by \(M\) while its transverse curvature is held at zero. The small one decays as \(1/f\) but does not vanish at any finite load. This is the sense in which the final shape of the model is nearly cylindrical. The value of \(k_y\) belongs to the trial shape. A free edge requires \(D(w_{,yy}+\nu w_{,xx})=M\) at the points \((0,\pm R)\), which uniform curvatures on this branch do not satisfy. A real plate meets the condition by curling more strongly near those parts of the rim, so its transverse curvature is far from uniform.

Throughout this regime the product \(k_xk_y\) stays at \(\kappa_c^2\). The membrane forces depend on the curvatures through \(K\) alone, so in this model they stop growing at the threshold, and further film force goes into bending. This locking is a property of uniform curvature and need not hold when the curvature may vary over the wafer. The axis of the cylinder is undetermined, because the energy contains no preferred direction. In a real wafer a weak anisotropy, a non-uniform film or an initial bow can select the axis, provided it is not itself rotationally symmetric. An imperfection that distinguishes two perpendicular directions adds a term linear in \(\delta\). It favours unequal curvatures below \(f_c\) and rounds off the sharp transition. A fourfold anisotropy, as in a (100) wafer of a cubic crystal, adds no such term: it selects the axes and shifts the threshold but leaves the transition sharp.

Stoney's formula is the limit of small curvature. Dropping the cubic term in (\ref{eq:cubic}) gives
\begin{equation}
\kappa_{\rm St}=\frac{M}{D(1+\nu)}=\frac{6(1-\nu)f}{Eh^2}.
\end{equation}
Dividing the full equation by \(D(1+\nu)\) and using \(2c=D(1-\nu)/\kappa_c^2\) shows how the spherical wafer departs from it:
\begin{equation}
\kappa\left[1+\frac{1-\nu}{1+\nu}\left(\frac{\kappa}{\kappa_c}\right)^2\right]=\kappa_{\rm St}.
\label{eq:stoneycorr}
\end{equation}
The formula therefore loses accuracy well before the symmetry breaks. At the threshold the bracket equals \(2/(1+\nu)\), so the actual curvature is \((1+\nu)/2\) of the Stoney value. Above the threshold the mean curvature is \(H/2=M/(2D)\), which is the same fraction of \(\kappa_{\rm St}\) at every load. The mean curvature is then again proportional to the film force, but with a smaller slope. A straight line of mean curvature against film force is thus no proof that Stoney's formula applies. For uniform curvatures, the force on this branch follows instead from \(f=2D(k_x+k_y)/h\).

For numbers, take the round parameters \(E=150\) GPa, \(\nu=0.25\), \(h=0.20\) mm, \(R=100\) mm and \(h_f=1.0\) µm. They give \(D=0.1067\) N m and
\begin{equation}
\kappa_c=\frac{4\,(2.0\times10^{-4}\ \mathrm m)}{\sqrt{1.25}\,(0.100\ \mathrm m)^2}=0.0716\ \mathrm{m^{-1}},
\end{equation}
a radius of curvature of 14.0 m. The critical film force is
\begin{equation}
f_c=\frac{4\,(0.1067\ \mathrm{N\,m})(0.0716\ \mathrm{m^{-1}})}{2.0\times10^{-4}\ \mathrm m}\approx153\ \mathrm{N/m},
\end{equation}
which for this film means a stress of 153 MPa. The edge deflection relative to the centre is \(\kappa_cR^2/2=2h/\sqrt{1+\nu}=0.36\) mm, or 1.79 wafer thicknesses. In units of \(h\) this deflection does not depend on \(R\): in this model the bifurcation occurs when the bow is somewhat less than twice the thickness. The curvature-induced hoop force at the rim, divided by \(h\), is \(-E\kappa_c^2R^2/8=-0.96\) MPa. This small stress is enough to destabilize the sphere because a thin plate is so easily bent. For the same reason gravity is not negligible for a wafer this thin. At the density of silicon, \(2330\ \mathrm{kg/m^3}\), the weight per area is \(q=4.6\) Pa, and linear theory gives a sag of \((5+\nu)qR^4/[64(1+\nu)D]=0.28\) mm on a simple edge support, comparable with the critical bow. The numbers of this example therefore apply only to a wafer held so that its weight does not bend it, for instance vertically.

A film stress of 100 MPa gives \(f=100\) N/m, or \(0.655f_c\), and \(M=0.0100\) N. The Stoney curvature is \(0.0750\ \mathrm{m^{-1}}\), while the root of (\ref{eq:cubic}) is \(\kappa=0.0552\ \mathrm{m^{-1}}\). As a check, the bracket in (\ref{eq:stoneycorr}) is \(1+0.6\,(0.0552/0.0716)^2=1.36\), and \(1.36\times0.0552=0.075\). In this model the wafer is still spherical, yet Stoney's formula applied to its curvature would return 74 MPa instead of 100 MPa.

At 300 MPa the force is \(1.965f_c\), and (\ref{eq:branches}) gives
\begin{equation}
k_x=0.0716\,(1.965+1.692)=0.262\ \mathrm{m^{-1}},\qquad
k_y=0.0716\,(1.965-1.692)=0.0196\ \mathrm{m^{-1}}.
\end{equation}
Their ratio is 13.4, so at about twice the critical force the wafer of this model is already close to a cylinder. The largest slope, \(k_xR=0.026\), is consistent with the small-slope assumption. Stoney's formula would now infer 349 MPa from \(k_x\) and 26 MPa from \(k_y\). The average of the two, 187.5 MPa, is the fraction \((1+\nu)/2=0.625\) of the true stress. None of these readings recovers 300 MPa. The relation \(f=2D(k_x+k_y)/h\) does so here because the curvatures come from the same model; for a real wafer, whose curvature varies over its area, it is only an estimate.

It remains to separate what depends on the trial shape from what does not. The scaling \(\kappa_c\propto h/R^2\) does not need uniform curvature. Measure \(x\) and \(y\) in units of \(R\), \(w\) in units of \(h\), and \(u_\alpha\) (after removal of the uniform contraction) in units of \(h^2/R\). Both the membrane strain and the bending strain then carry the factor \(h^2/R^2\), and the elastic energy per area carries \(Eh^5/R^4\). The film term carries \(Mh/R^2\). The shape in these units is therefore governed by \(\nu\) and the single load parameter \(MR^2/(Eh^4)\). Any bifurcation of the full von Kármán problem occurs at a fixed value of this parameter for given \(\nu\), and hence at a curvature equal to \(h/R^2\) times a function of \(\nu\).

The prefactor \(4/\sqrt{1+\nu}\), in contrast, belongs to the trial shape. Vertical equilibrium requires \(D\nabla^4w=N_{\alpha\beta}w_{,\alpha\beta}\). For a sphere of uniform curvature the left side vanishes, but the right side is
\begin{equation}
\kappa(N_r+N_\theta)=\frac{Eh\kappa^3}{8}(R^2-2r^2),
\end{equation}
which acts as a lateral load, upward near the centre and downward near the rim. To see its first effect, put this load into the equilibrium equation, multiply by \(r\) and integrate from the centre:
\begin{equation}
D\,r\frac{d}{dr}\nabla^2w=\frac{Eh\kappa^3}{16}\,r^2(R^2-r^2)\ge0 .
\end{equation}
To this order the curvature sum \(\nabla^2w\) increases from the centre outwards. The membrane tension flattens the middle of the wafer.

The size of the correction was computed with a richer Ritz basis: \(n\) axisymmetric terms \(r^2,\dots,r^{2n}\), and \(n\) two-lobed perturbations \(r^2\cos2\theta,\dots,r^{2n}\cos2\theta\), again with relaxed in-plane displacements. For \(n=1\) it returns the formulas above, as it must. For \(n=4\) and \(\nu=0.25\) the critical force is 3.4\% above the closed formula, 158 N/m in the example. The area-averaged mean curvature at the threshold is \(4.13\,h/R^2\) instead of \(3.58\,h/R^2\), an increase of 16\%. Both values passed a convergence test, changing by less than 1\% between \(n=3\) and \(n=4\). The curvature at the centre is only about two thirds of \(\kappa_c\), and it is less well converged, since it still changes by 4\% in the last step.

For this value of \(\nu\) the closed formula is thus a good estimate of the critical force and a rougher one of the critical curvature. The relation \(f=2D(k_x+k_y)/h\) is affected as well: at this threshold it gives a force 12\% too high if the area-averaged curvatures are inserted, and about 36\% too low if those at the centre are used. The result of a measurement near the threshold depends on where the curvature is taken. By the divergence theorem, the area average of \(\tfrac12\nabla^2w\) for an axisymmetric shape equals the edge slope divided by \(R\). A measurement of edge slope therefore sees the larger value, and a local measurement at the centre the smaller one. The richer calculation examined two-lobed perturbations only and did not follow the wafer beyond its threshold; the post-bifurcation curvatures given here are those of the uniform-curvature model.

Within that model, direct integration of the layer energy over thickness and area tested the reduced energy, the membrane forces, the threshold for several values of \(h\), \(R\) and \(\nu\), and the minimizing shapes on both sides of \(f_c\). The remaining differences are listed in the numerical output below. The largest, \(2.5\times10^{-5}\) relative to the predicted threshold, comes from the finite perturbation used to locate it. With \(\delta=0.01\kappa\), the condition \(\Delta u=0\) reads \(2c\kappa^2=D(1-\nu)+c\delta^2\), which raises \(\kappa\) by the fraction \(\delta^2/(4\kappa^2)=2.5\times10^{-5}\).

\section*{Calculated quantities}
\begin{verbatim}
Young modulus E = 150 GPa, Poisson ratio = 0.25
wafer thickness = 0.20 mm, radius = 100 mm
film thickness = 1.0 um
bending rigidity D = 0.10667 N m
membrane coefficient c = 7.8125 N m^3
critical curvature = 0.07155 1/m
critical radius of curvature = 13.975 m
critical curvature in h/R^2 = 3.5777
critical film force = 152.65 N/m
critical film stress = 152.65 MPa
critical edge deflection = 0.3578 mm
critical edge deflection / thickness = 1.7889
critical edge hoop membrane stress = -0.9600 MPa
film 100 MPa: force / critical force = 0.6551
film 100 MPa: Stoney curvature = 0.07500 1/m
film 100 MPa: kx = 0.05524 1/m, ky = 0.05524 1/m
film 100 MPa: kx/ky = 1.000, largest slope = 0.00552
film 100 MPa: mean curvature / Stoney = 0.7366
film 100 MPa: Stoney stress from kx = 73.7 MPa
film 100 MPa: Stoney stress from ky = 73.7 MPa
film 300 MPa: force / critical force = 1.9653
film 300 MPa: Stoney curvature = 0.22500 1/m
film 300 MPa: kx = 0.26168 1/m, ky = 0.01957 1/m
film 300 MPa: kx/ky = 13.375, largest slope = 0.02617
film 300 MPa: mean curvature / Stoney = 0.6250
film 300 MPa: Stoney stress from kx = 348.9 MPa
film 300 MPa: Stoney stress from ky = 26.1 MPa
richer basis, thresholds relative to the closed formulas:
n=1: force 1.0000, mean curvature 1.0000, centre curvature 1.0000
n=2: force 1.0282, mean curvature 1.1485, centre curvature 0.7183
n=3: force 1.0350, mean curvature 1.1557, centre curvature 0.6421
n=4: force 1.0345, mean curvature 1.1555, centre curvature 0.6671
n=4: mean curvature in h/R^2 = 4.1339
n=4: critical film force = 157.91 N/m
reduced energy, largest error / (D kc^2) = 4.0e-15
membrane force, largest relative error = 3.8e-14
threshold, largest relative error = 2.5e-05
minimized shapes, largest error / kc = 5.2e-08
\end{verbatim}
